# Irreducible Parts and Equivariant Output Heads for Third-Rank and Elasticity Tensors

## Problem

An equivariant network carries features that transform as real spherical harmonics of degree $l$, with $2l+1$ components each. To predict a Cartesian tensor it needs output heads: fixed linear maps from such features to tensor components. Consider two targets.

- A general real tensor $T_{ijk}$ with no index symmetry.
- The elasticity tensor $C_{ijkl}=C_{jikl}=C_{ijlk}=C_{klij}$ of an unstressed crystal.

Both are true tensors: under $R\in O(3)$, $T_{ijk}\to R_{ia}R_{jb}R_{kc}T_{abc}$, and similarly for $C_{ijkl}$. Repeated indices are summed, and $|T|^2$ is the sum of squares of all Cartesian components.

1. Find which $l$ occur, how often, and with what parity.
2. Construct the projector onto each $l$ explicitly.
3. Construct heads for which the squared Cartesian error equals the sum of squared feature errors.
4. Apply the results to $T_{ijk}=a_ib_jc_k$ with $a=(1,0,0)$, $b=(1,1,0)$, $c=(1,1,1)$, and to a model tetragonal crystal with $C_{11},C_{33},C_{12},C_{13},C_{44},C_{66}=200,160,90,85,60,80$ GPa.

## Solution

### 1. Counting

A vector has $l=1$, and $l_1\otimes l_2$ contains each $l$ from $|l_1-l_2|$ to $l_1+l_2$ once. Hence

$$1\otimes1\otimes1=(0+1+2)\otimes1=1+(0+1+2)+(1+2+3).$$

So $l=3,2,1,0$ occur $1,2,3,1$ times: $27=7+2\times5+3\times3+1$.

The elasticity tensor is a symmetric bilinear form on strains, and a strain is $0+2$. Its content is therefore

$$\mathrm{Sym}^2(0+2)=0+2+\mathrm{Sym}^2(2).$$

For the last term, count unordered pairs $(m_1,m_2)$ with $|m_i|\le2$ and $m_1+m_2=M$. There are $1,1,2,2,3$ pairs for $M=4,3,2,1,0$. The successive increases show that $l=4,2,0$ occur once each. In total $21=9+2\times5+2\times1$.

Inversion multiplies a rank-$n$ tensor by $(-1)^n$. All parts of $T$ are odd and all parts of $C_{ijkl}$ are even. An ordinary harmonic has parity $(-1)^l$, so the $l=2$ and $l=0$ features feeding $T$ must be pseudotensors. If the $l=2$ head is given even parity, inversion produces $-T$ where the head predicts $+T$, an error of size 2 relative to the part itself.

### 2. Projectors for $T_{ijk}$

By Schur's lemma, a rotation-equivariant linear map between different $l$ vanishes. A contraction of $T$ that yields a vector therefore sees its $l=1$ part alone, and likewise for other $l$. We can write a general form for each part, contract it, and solve for its coefficients.

**$l=0$.** The form is $T^{(0)}_{ijk}=\tau\,\epsilon_{ijk}$. Since $\epsilon_{ijk}\epsilon_{ijk}=6$, $\tau=\epsilon_{ijk}T_{ijk}/6$.

**$l=1$.** Take $T^{(1)}_{ijk}=\delta_{ij}u_k+\delta_{ik}v_j+\delta_{jk}w_i$. The traces $t_1=T_{iik}$, $t_2=T_{iji}$, $t_3=T_{ijj}$ are

$$t_1=3u+v+w,\quad t_2=u+3v+w,\quad t_3=u+v+3w.$$

Their sum is $5(u+v+w)$, so $t_1=2u+(t_1+t_2+t_3)/5$. Thus

$$u=\frac{4t_1-t_2-t_3}{10},\quad v=\frac{4t_2-t_1-t_3}{10},\quad w=\frac{4t_3-t_1-t_2}{10}.$$

The system is invertible, so the form covers all three copies.

**$l=2$.** Let $B,D$ be symmetric and traceless ($D$ is labelled C in the numerical output), and take

$$T^{(2)}_{ijk}=\epsilon_{ijm}B_{mk}+\epsilon_{jkm}D_{mi}.$$

A third term $\epsilon_{kim}F_{mj}$ would add nothing. The cyclic sum $\epsilon_{ijm}F_{mk}+\epsilon_{jkm}F_{mi}+\epsilon_{kim}F_{mj}$ changes sign under exchange of any two indices, so it equals $\kappa\,\epsilon_{ijk}$. Contraction with $\epsilon_{ijk}$ gives $6\,\mathrm{tr}F=6\kappa$, hence $\kappa=0$.

Now contract $T^{(2)}$ with $\epsilon_{ijm}$. The first term gives $2B_{mk}$. For the second,

$$\epsilon_{ijm}\epsilon_{jkn}D_{ni}=(\delta_{mk}\delta_{in}-\delta_{mn}\delta_{ik})D_{ni}=-D_{mk}.$$

Contraction with $\epsilon_{jkm}$ works the same way. Let $y_1,y_2$ be the symmetric traceless parts of $\epsilon_{ijm}T_{ijk}$ and $\epsilon_{jkm}T_{ijk}$. Then $y_1=2B-D$ and $y_2=2D-B$, so

$$B=\tfrac13(2y_1+y_2),\qquad D=\tfrac13(y_1+2y_2).$$

**$l=3$.** Let $S$ be the average of $T$ over all index permutations, and $s_k=S_{iik}$. Then

$$T^{(3)}_{ijk}=S_{ijk}-\tfrac15(\delta_{ij}s_k+\delta_{ik}s_j+\delta_{jk}s_i)$$

is traceless, because the bracket has trace $(3+1+1)s_k$. Symmetric traceless tensors of rank $l$ correspond to harmonic polynomials of degree $l$ and form one degree-$l$ space. The map leaves such tensors unchanged and, by Schur's lemma, annihilates every other $l$.

**A special case.** Suppose $T_{ijk}=T_{ikj}$, as for a piezoelectric tensor. Exchanging $j,k$ reverses $\tau$, exchanges $u$ and $v$, and, by the cyclic identity, sends $(B,D)$ to $(B,B-D)$. Invariance requires $\tau=0$, $u=v$ and $D=B/2$. What remains is $7+5+2\times3=18$ components.

### 3. Projectors for $C_{ijkl}$

**$l=0$.** Take $C^{(0)}_{ijkl}=\lambda\delta_{ij}\delta_{kl}+\mu(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Then $C_{iijj}=9\lambda+6\mu$ and $C_{ijij}=3\lambda+12\mu$, so

$$\lambda=\frac{2C_{iijj}-C_{ijij}}{15},\qquad \mu=\frac{3C_{ijij}-C_{iijj}}{30}.$$

Averaging over orientations removes every $l>0$, so $C^{(0)}$ is the orientational average of the stiffness. Its moduli $K=\lambda+\tfrac23\mu$ and $G=\mu$ are the Voigt averages.

**$l=2$.** With $P,Q$ symmetric and traceless, take

$$C^{(2)}_{ijkl}=\delta_{ij}P_{kl}+P_{ij}\delta_{kl}+\delta_{ik}Q_{jl}+\delta_{il}Q_{jk}+\delta_{jk}Q_{il}+\delta_{jl}Q_{ik}.$$

In $C_{ijkk}$ the six terms give $0,3P,Q,Q,Q,Q$. In $C_{ikjk}$ they give $P,P,0,Q,Q,3Q$. The traceless parts $d$ of $C_{ijkk}$ and $v$ of $C_{ikjk}$ (a matrix here) thus satisfy $d=3P+4Q$ and $v=2P+5Q$. The determinant is 7, and

$$P=\tfrac17(5d-4v),\qquad Q=\tfrac17(3v-2d).$$

**$l=4$.** Let $S_{ijkl}=\tfrac13(C_{ijkl}+C_{ikjl}+C_{iljk})$, $s_{kl}=S_{iikl}$ and $s=s_{kk}$. Then

$$C^{(4)}_{ijkl}=S_{ijkl}-\tfrac17(\delta_{ij}s_{kl}+\text{5 more})+\tfrac{s}{35}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).$$

The first bracket runs over all six ways to choose the index pair on $\delta$. Its trace over $ij$ is $7s_{kl}+s\,\delta_{kl}$, and that of the last bracket is $5\delta_{kl}$. The total trace is $s_{kl}-s_{kl}-s\delta_{kl}/7+s\delta_{kl}/7=0$.

**The cubic limit.** Cubic symmetry leaves no traceless symmetric matrix invariant, so $P=Q=0$. With $C_{iijj}=3C_{11}+6C_{12}$ and $C_{ijij}=3C_{11}+6C_{44}$,

$$\mu=\tfrac15(C_{11}-C_{12}+3C_{44}),\qquad \lambda+2\mu=\tfrac15(3C_{11}+2C_{12}+4C_{44}),$$

and therefore

$$C^{(4)}_{1111}=C_{11}-\lambda-2\mu=\tfrac25(C_{11}-C_{12}-2C_{44}).$$

This vanishes at the isotropy condition $C_{11}-C_{12}=2C_{44}$.

### 4. Isometric heads

The projector onto all copies of one $l$ is unique. The division among equal copies is not, since any invertible mixing of them is also equivariant. Orthonormality restricts this choice. Contracting each part with its own form gives

$$|T^{(1)}|^2=u\cdot t_1+v\cdot t_2+w\cdot t_3=2(u^2+v^2+w^2)+|u+v+w|^2,$$
$$|T^{(2)}|^2=B{:}y_1+D{:}y_2=2B{:}B-2B{:}D+2D{:}D,$$
$$|C^{(2)}|^2=2P{:}d+4Q{:}v=6P{:}P+16P{:}Q+20Q{:}Q.$$

The following directions are mutually orthogonal in these quadratic forms. A unit vector $e$ or unit symmetric traceless matrix $E$ is inserted with the stated coefficients, and the resulting tensor is divided by its norm.

| Coefficients | Directions | Norms |
|---|---|---|
| $(u,v,w)$ | $(1,1,1),\ (1,-1,0),\ (1,1,-2)$ | $\sqrt{15},\ 2,\ \sqrt{12}$ |
| $(B,D)$ | $(1,1),\ (1,-1)$ | $\sqrt2,\ \sqrt6$ |
| $(P,Q)$ | $(1,1),\ (2,-1)$ | $\sqrt{42},\ \sqrt{12}$ |

For example, the last norm follows from $6\cdot4-16\cdot2+20=12$.

The scalar head for $T$ is $\epsilon/\sqrt6$. For elasticity, use $J=\tfrac13\delta_{ij}\delta_{kl}$ and $M=\tfrac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})-J$, which project strains onto their one-dimensional volumetric and five-dimensional deviatoric parts. Hence $|J|^2=1$, $|M|^2=5$ and $J{:}M=0$. Since $C^{(0)}=3KJ+2GM$, the outputs for heads $J$ and $M/\sqrt5$ are $3K$ and $2\sqrt5\,G$.

Every head with $l>0$ needs unit symmetric traceless tensors $E_m$ matched to the harmonics. Take $E_m$ proportional to the $l$-th derivatives of the harmonic polynomial $r^lY_{lm}$. To find the scale, let $x=rn$ be a Gaussian vector with unit variance per component. The mean of a product of $2l$ components is the sum over pairings, and $\langle r^{2l}\rangle=(2l+1)!!$. In the mean of $(E_m\cdot n\cdots n)^2$, pairings within one $E_m$ vanish by tracelessness. The $l!$ pairings between the two copies each give 1:

$$\langle(E_m\cdot n\cdots n)^2\rangle=\frac{l!}{(2l+1)!!},\qquad Y_{lm}=\sqrt{\frac{(2l+1)!!}{4\pi\,l!}}\;E_m\cdot n\cdots n.$$

The scale is the same for every $m$, so the coefficients of orthonormal $Y_{lm}$ can be used directly as coefficients of $E_m$.

Let the columns of $W$ be all head tensors. Then $W^TW=1$, and $WW^T$ projects onto the allowed tensors. An error $\Delta$ in the features gives a Cartesian error $W\Delta$ with $|W\Delta|^2=|\Delta|^2$, as required.

### 5. The triad $a_ib_jc_k$

The traces are $t_1=(a\cdot b)c=(1,1,1)$, $t_2=(a\cdot c)b=(1,1,0)$ and $t_3=(b\cdot c)a=(2,0,0)$. Thus $u_x=(4-1-2)/10=0.1$, and in full

$$u=(0.1,0.3,0.4),\quad v=(0.1,0.3,-0.1),\quad w=(0.6,-0.2,-0.1).$$

Their squares are $0.26,0.11,0.41$, and $|u+v+w|^2=0.84$. This gives $|T^{(1)}|^2=2(0.78)+0.84=2.4$.

For $l=2$, $y_1$ and $y_2$ are the symmetric traceless parts of $(a\times b)_mc_k$ and $(b\times c)_ma_i$, with $a\times b=(0,0,1)$ and $b\times c=(1,-1,0)$. The resulting contractions are $B{:}y_1=1$ and $D{:}y_2=2/3$, so $|T^{(2)}|^2=1.6667$. The pseudoscalar is $\tau=a\cdot(b\times c)/6=1/6$, contributing $6\tau^2=0.1667$.

The $l=3$ norm can be found without subtraction from the total. Averaging over the six permutations gives

$$|S|^2=\tfrac16(6+3+2+4+2+2)=\tfrac{19}{6}.$$

The trace part has $u=v=w=s/5$ and squared norm $\tfrac35|s|^2$. Here $s=(4,2,1)/3$, so this is $1.4$, and $|T^{(3)}|^2=19/6-1.4=1.7667$. The four parts add to $6=|a|^2|b|^2|c|^2$.

### 6. The tetragonal crystal

The full traces are $C_{iijj}=1080$ and $C_{ijij}=960$ GPa. Therefore $\lambda=(2160-960)/15=80$ GPa and $\mu=(2880-1080)/30=60$ GPa. This gives $K=120$ GPa ($0.00408$ hartree/bohr$^3$) and $G=60$ GPa.

For $l=2$, $C_{xxkk}=200+90+85=375$ and $C_{zzkk}=160+170=330$ GPa, with mean $360$ over the three axes. Hence $d=\mathrm{diag}(15,15,-30)$ GPa. Similarly, $C_{xkxk}=340$ and $C_{zkzk}=280$ GPa give $v=\mathrm{diag}(20,20,-40)$ GPa. Then

$$P_{zz}=\frac{-150+160}{7}=1.43\ \text{GPa},\qquad Q_{zz}=\frac{-120+60}{7}=-8.57\ \text{GPa},$$

and the $xx$ and $yy$ entries are $-\tfrac12$ of these.

The remainder has $l=4$. For instance,

$$C^{(4)}_{1111}=200-(\lambda+2\mu)-(2P_{xx}+4Q_{xx})=200-200-15.71=-15.71\ \text{GPa}.$$

Its 12 and 66 entries are both $11.43$ GPa, and its 13 and 44 entries are both $4.29$ GPa, as total symmetry requires.

Six head outputs are nonzero, matching the six independent constants: two for $l=4$, two for $l=2$ and two for $l=0$. The squared norms for $l=4,2,0$ are $1571$, $1929$ and $201600$ GPa$^2$, so anisotropy holds $1.7\%$ of the total $205100$ GPa$^2$. An unweighted loss would therefore be dominated by $K$ and $G$ if relative errors were similar in every part.

Two other measures of error behave differently. The sum $P{:}P+Q{:}Q$ is $113$ GPa$^2$, far from the true $l=2$ norm, so raw $P,Q$ outputs implicitly reweight the loss. The plain sum of squares of the $6\times6$ Voigt matrix changes from $164300$ to $167919$ GPa$^2$ when the crystal turns by $45^\circ$ about $x$, while $|C|^2$ stays fixed. The Voigt sum counts each shear index pair once, whereas the Cartesian norm counts it twice.

These heads enforce symmetry, but not mechanical stability. In a cubic crystal, $G=(C_{11}-C_{12}+3C_{44})/5$ can be positive while $C_{11}-C_{12}$ is negative, which makes the crystal unstable to every traceless strain that is diagonal in the cubic axes, a two-dimensional space. Positive $K$ and $G$ are necessary for stability, but a predicted tensor must still be checked for positive strain energy in every direction of strain space. The remaining components are listed in the numerical output.

## Numbers as computed

```
dimensions rank 3, l=3,2,1,0: 7 10 9 1
dimensions elasticity, l=4,2,0: 9 10 2
totally symmetric share, rank 3, l=3,2,1,0: 7 0 3 0
totally symmetric share, elasticity, l=4,2,0: 9 5 1
sphere mean of (E.n..n)^2, l=1..4: 0.333333 0.133333 0.057143 0.025397
relative error, l=2 head with wrong parity: 2.0000
EXAMPLE 1 (dimensionless) a, b, c: 1 0 0 | 1 1 0 | 1 1 1
t1 (x y z): 1.0000 1.0000 1.0000
t2 (x y z): 1.0000 1.0000 0.0000
t3 (x y z): 2.0000 0.0000 0.0000
u (x y z): 0.1000 0.3000 0.4000
v (x y z): 0.1000 0.3000 -0.1000
w (x y z): 0.6000 -0.2000 -0.1000
y1 (xx yy zz yz xz xy): -0.3333 -0.3333 0.6667 0.5000 0.5000 0.0000
y2 (xx yy zz yz xz xy): 0.6667 -0.3333 -0.3333 0.0000 0.0000 -0.5000
B (xx yy zz yz xz xy): 0.0000 -0.3333 0.3333 0.3333 0.3333 -0.1667
C (xx yy zz yz xz xy): 0.3333 -0.3333 0.0000 0.1667 0.1667 -0.3333
pseudoscalar eps:T/6: 0.1667
l=3 part xxx yyy zzz xyz: 0.2000 -0.4000 -0.2000 0.1667
squared norms l=3,2,1,0, total: 1.7667 1.6667 2.4000 0.1667 6.0000
squared head output l=3: 1.7667
squared head output l=2 (B,C)~(1,1): 1.0833
squared head output l=2 (B,C)~(1,-1): 0.5833
squared head output l=1 (u,v,w)~(1,1,1): 1.4000
squared head output l=1 (u,v,w)~(1,-1,0): 0.2500
squared head output l=1 (u,v,w)~(1,1,-2): 0.7500
squared head output l=0: 0.1667
EXAMPLE 2 C11 C33 C12 C13 C44 C66 (GPa): 200 160 90 85 60 80
C_iijj, C_ijij (GPa): 1080.00 960.00
lambda, mu, K, G (GPa): 80.00 60.00 120.00 60.00
K (hartree/bohr^3): 0.004079
dev d xx yy zz (GPa): 15.0000 15.0000 -30.0000
dev v xx yy zz (GPa): 20.0000 20.0000 -40.0000
P xx yy zz (GPa): -0.7143 -0.7143 1.4286
Q xx yy zz (GPa): 4.2857 4.2857 -8.5714
l=4 part 11 33 12 13 44 66 (GPa): -15.7143 -8.5714 11.4286 4.2857 4.2857 11.4286
target l=4, 8*z**4-24*z**2*(x**2+y**2)+3*(x**2+y**2)**2 (GPa): -17.9284
target l=4, x**4-6*x**2*y**2+y**4 (GPa): -35.3553
target l=2 (P,Q)~(1,1), 2*z**2-x**2-y**2 (GPa): -41.5761
target l=2 (P,Q)~(2,-1), 2*z**2-x**2-y**2 (GPa): 14.1421
target l=0 bulk, 1 (GPa): 360.0000
target l=0 shear, 1 (GPa): 268.3282
squared norms l=4,2,0, total (GPa^2): 1571.43 1928.57 201600.00 205100.00
P:P + Q:Q, not the l=2 norm (GPa^2): 113.27
full squared norm before, after 45 deg about x (GPa^2): 205100.00 205100.00
6x6 Voigt sum of squares before, after (GPa^2): 164300.00 167918.75
```
